\section*{Thomas-Fermi field penetration in a 3 nm low-k capacitor}

\section{Problem}

A uniform insulator of thickness $d=3$ nm and relative permittivity $k=2.5$ lies between two identical, thick, planar metal electrodes. A static field penetrates each metal with the Thomas-Fermi decay length $\lambda=0.05$ nm. The background permittivity of the metal, which describes all polarization other than that of the mobile electrons, is $\epsilon_b=1$.

\begin{enumerate}
\item By what percentage does penetration change the capacitance per area, relative to $C_0=\epsilon_0k/d$ for ideal metals?
\item Where is the energy associated with the change stored?
\item At a bias of 0.6 V and a temperature of 378 K, is linear screening adequate, and which neglected effect matters most?
\end{enumerate}

SI equations are used, with lengths in nm. The electrons are confined by sharp walls at the metal surfaces, and the insulator contains no free or trapped charge. The voltage $V$ is the difference of the electrochemical potentials divided by the electron charge. For identical metals it equals the difference of the electrostatic potentials deep inside them.

\section{Hints}

\begin{enumerate}
\item In equilibrium the electrochemical potential is constant within each electrode. Use this to relate the local electron density to the local potential.
\item The normal displacement $D$ is continuous at a metal surface that carries no separate sheet charge. Find the potential drop in each metal for a given $D$.
\item Add the drops at fixed $D$. Ask which permittivity belongs to each region.
\item Adding electrons to a metal changes its band energy as well as the field energy.
\end{enumerate}

\section{Solution}

\subsection{Screening in one electrode}

Let $\psi(x)$ be the electrostatic potential measured from its value deep in the same electrode, and let $e>0$. An electron has potential energy $-e\psi$. If $E_F(x)$ is the local Fermi energy measured from the local band bottom, equilibrium requires
\begin{equation}
E_F(x)-e\psi(x)=E_F ,\qquad\text{so}\qquad E_F(x)=E_F+e\psi(x).
\end{equation}
With $g$ the density of states per volume and energy at the Fermi level, the leading change of electron density is $\delta n=g\,e\psi$. The charge density is $\rho=-e\,\delta n=-e^2g\psi$, and Poisson's equation $\epsilon_0\epsilon_b\psi''=-\rho$ becomes
\begin{equation}
\psi''=\frac{\psi}{\lambda^2},\qquad \lambda^2=\frac{\epsilon_0\epsilon_b}{e^2g}.
\label{eq:lambda}
\end{equation}

Put the positive electrode at $x<0$ and the negative one at $x>d$, so that $D>0$ points to the right. The solution that vanishes deep in the left metal is $\psi=\psi_Le^{x/\lambda}$. At its surface $D=-\epsilon_0\epsilon_b\psi'(0)=-\epsilon_0\epsilon_b\psi_L/\lambda$. On the right, $\psi=\psi_Re^{-(x-d)/\lambda}$ and $D=+\epsilon_0\epsilon_b\psi_R/\lambda$. Therefore
\begin{equation}
\psi_L=-\frac{D\lambda}{\epsilon_0\epsilon_b},\qquad
\psi_R=+\frac{D\lambda}{\epsilon_0\epsilon_b}.
\label{eq:surface}
\end{equation}
The charge per area in the left metal is $-e^2g\psi_L\lambda=D$, by Eqs.~(\ref{eq:lambda}) and (\ref{eq:surface}), as Gauss's law demands. Since this charge decays as $e^{x/\lambda}$, its mean depth is
\begin{equation}
\frac{\int_0^\infty s\,e^{-s/\lambda}\,ds}{\int_0^\infty e^{-s/\lambda}\,ds}
=\frac{\lambda^2}{\lambda}=\lambda .
\end{equation}

\subsection{The capacitance}

Let $\phi_L$ and $\phi_R$ be the potentials deep in the two metals. The surface potentials are $\phi_L+\psi_L$ and $\phi_R+\psi_R$, and they differ by the drop in the insulator:
\begin{equation}
(\phi_L+\psi_L)-(\phi_R+\psi_R)=\frac{Dd}{\epsilon_0k}.
\end{equation}
Solving for $V=\phi_L-\phi_R$ and using Eq.~(\ref{eq:surface}) gives
\begin{equation}
V=\frac{Dd}{\epsilon_0k}-\psi_L+\psi_R
=\frac{D}{\epsilon_0}\left(\frac dk+\frac{2\lambda}{\epsilon_b}\right).
\label{eq:voltage}
\end{equation}
The charge per area is $Q=D$, so $C=D/V$ and
\begin{equation}
\frac{C}{C_0}=\frac{d/k}{d/k+2\lambda/\epsilon_b}
=\frac{1}{1+2k\lambda/(\epsilon_bd)}.
\label{eq:ratio}
\end{equation}
For the given values,
\begin{equation}
\frac{2k\lambda}{\epsilon_bd}=\frac{2(2.5)(0.05)}{3}=\frac1{12},
\qquad \frac{C}{C_0}=\frac{12}{13}=0.9231 .
\end{equation}
The capacitance falls by $1/13$, or 7.7 percent, from 0.738 to 0.681 $\mu$F/cm$^2$ (6.81 fF/$\mu$m$^2$).

The two metal layers act like $2k\lambda/\epsilon_b=0.25$ nm of additional insulator, although their total decay length is 0.10 nm. The factor $k$ appears because, at equal $D$, the field in a medium of permittivity one is 2.5 times that in the insulator. Giving the metal layers the permittivity $k$ would yield a reduction of 3.2 percent; counting one electrode would yield 4.0 percent.

A numerical solution of the nonlinear Thomas-Fermi and Poisson equations across the whole capacitor, with cells of 0.002 nm and a bias of 1 mV, gives $C/C_0=0.923063$. Equation~(\ref{eq:ratio}) gives 0.923077. The numerical charge centroid lies 0.0500 nm inside the metal.

For $d\gg2k\lambda/\epsilon_b$ the fractional reduction tends to $2k\lambda/(\epsilon_bd)$. In the opposite limit, the formula approaches $C=\epsilon_0\epsilon_b/(2\lambda)$, here 8.85 $\mu$F/cm$^2$, whatever the value of $k$. That limit is formal for $d\to0$, because electrons then pass between the electrodes and a static capacitor is no longer a suitable model.

\subsection{The energy}

In one electrode the field has magnitude $(D/\epsilon_0\epsilon_b)e^{-s/\lambda}$ at depth $s$. Its energy per area is
\begin{equation}
U_{\rm field}=\frac{\epsilon_0\epsilon_b}{2}
\left(\frac{D}{\epsilon_0\epsilon_b}\right)^2
\int_0^\infty e^{-2s/\lambda}\,ds
=\frac{D^2\lambda}{4\epsilon_0\epsilon_b}.
\end{equation}
The band energy density changes by $E_F\delta n+(\delta n)^2/(2g)$ to second order, because its first derivative is $E_F$ and its second is $dE_F/dn=1/g$. The linear terms cancel between the electrodes, which gain and lose equal numbers of electrons. With $\delta n=ge\psi$, the remaining term is
\begin{equation}
U_{\rm band}=\frac{e^2g}{2}\int_0^\infty\psi^2\,ds
=\frac{\epsilon_0\epsilon_b}{2\lambda^2}
\left(\frac{D\lambda}{\epsilon_0\epsilon_b}\right)^2\frac{\lambda}{2}
=\frac{D^2\lambda}{4\epsilon_0\epsilon_b}.
\end{equation}
The two contributions are equal. Adding both electrodes and the insulator gives
\begin{equation}
U=\frac{D^2d}{2\epsilon_0k}+\frac{D^2\lambda}{\epsilon_0\epsilon_b}
=\frac{D}{2}\,\frac{D}{\epsilon_0}\left(\frac dk+\frac{2\lambda}{\epsilon_b}\right)
=\frac{QV}{2}.
\end{equation}
Thus $1/13$ of the energy at a given charge is in the metals: 3.85 percent of the total as field energy and 3.85 percent as band energy. The numerical solution gives the same shares to these digits.

\subsection{The working point and the neglected effects}

At 0.6 V the charge is $0.6811\times0.60=0.409$ $\mu$C/cm$^2$. The insulator drops 0.554 V and each metal 0.023 V. The insulator field is $0.5538/3=0.185$ V/nm, or 1.85 MV/cm. Just inside the metal the field is 2.5 times larger, 4.62 MV/cm.

To judge the linear approximation, take a free-electron metal with $\epsilon_b=1$. In Hartree units $g=k_F/\pi^2$ and $e^2/\epsilon_0=4\pi$, so $1/\lambda^2=4k_F/\pi$. The stated $\lambda$ requires $k_F=0.880$ bohr$^{-1}$, a density parameter $r_s=2.18$ bohr and $E_F=10.5$ eV. The surface shift is therefore 0.0022 of $E_F$. Solving the nonlinear equations at 0.6 V instead of 1 mV changes $Q/V$ by a relative $-1\times10^{-8}$. This is so small because the leading corrections to the two drops, about $\mp2\times10^{-4}$ in relative terms, cancel between identical electrodes. Heating to 378 K changes $\lambda$ by a relative $4\times10^{-6}$ at fixed density. Neither effect matters here.

Leakage is also small in a simple estimate. A rough barrier of 3 eV and a tunnelling mass of half the electron mass give a direct WKB current of about $10^{-7}$ A/cm$^2$. Dividing the stored charge by this current gives about 4 s, or about 7 s if parallel momentum is conserved across the change of mass. Both numbers depend very strongly on the assumed barrier and mass, which enter the exponent, so they hold only for these values. Image-force lowering is left out; for these values and an image permittivity of 2.5 to 2.0 it raises the current by a factor of roughly 40 to 75 and shortens the time to 0.2 to 0.1 s. Traps can raise the current further. The estimate therefore does not show that leakage is negligible in a real film. The insulator field is 0.37 of a rough breakdown field of 5 MV/cm.

The weak point is the local screening law at a sharp wall. Thomas-Fermi theory needs a potential that varies slowly over $1/k_F$. Here $1/k_F=1.14$ bohr, or 0.060 nm, which exceeds $\lambda$ itself. Small bias does not cure this failure, so the 7.7 percent is a result of the Thomas-Fermi model, not an accurate value for a quantum electron gas behind the same wall. Kohn-Sham theory in the local density approximation, with a hard wall at the edge of the positive background, places the induced charge about 0.078 nm inside, which gives a reduction near 11.5 percent. Variation 2 treats a related but different question: how far the charge moves when the wall is removed and electrons can spill out.

\paragraph{Relation to a real film.}
A permittivity near 2.5 is typical of organosilicate low-k glass, and the density parameter is close to that of aluminium. A thickness of 3 nm is far below usual interconnect spacings, which are roughly ten to some tens of nm. At 20 nm, with the other parameters fixed, $2k\lambda/d=0.0125$ and the reduction is 1.2 percent. Films with such a low permittivity are often porous, with pores of roughly nanometre size, so a uniform $k$ across 3 nm is itself doubtful. Real metal surfaces also break the sharp-wall assumption; the estimate below gives a change of about $+6$ percent, instead of $-7.7$ percent, if all the induced charge lies just outside the metal edge.

\section{Variation 1: unequal electrodes}

\emph{Let the decay lengths be 0.07 and 0.10 nm, with $\epsilon_b=2$ in both metals, $d=1.5$ nm and $k=4$. Find the reduction.}

Different metals can add a constant contact term to $V$, which for linear screening does not affect the capacitance $C=dD/dV$. Each electrode contributes its own drop to Eq.~(\ref{eq:voltage}), so
\begin{equation}
\frac{\epsilon_0}{C}=\frac{1.5}{4}+\frac{0.07}{2}+\frac{0.10}{2}
=0.375+0.035+0.050=0.460\ \text{nm}.
\end{equation}
Hence $C/\epsilon_0=2.1739$ nm$^{-1}$; the numerical Poisson solution gives the same value to these digits. Relative to ideal metals, $C/C_0=0.375/0.460=0.815$, a reduction of 18.5 percent.

The role of $\epsilon_b$ depends on what is held fixed. At fixed $\lambda$, the drop varies as $1/\epsilon_b$. At fixed density of states, Eq.~(\ref{eq:lambda}) gives $\lambda\propto\sqrt{\epsilon_b}$, so the drop varies as $\lambda/\epsilon_b\propto1/\sqrt{\epsilon_b}$.

\section{Variation 2: electrons spill out of the metal}

\emph{Suppose that part of the induced charge lies outside the metal edge. Can penetration then raise the capacitance?}

For one electrode, let $y$ point from the metal edge at $y=0$ into the insulator. Let $S(y)$ be the fraction of the induced charge located below $y$, so that the local displacement is $DS(y)$. Define
\begin{equation}
a_{\rm in}=\int_{-\infty}^0S\,dy,\qquad
a_{\rm out}=\int_0^\infty(1-S)\,dy .
\end{equation}
Integrating $\int y\,S'(y)\,dy$ by parts on each side of the edge gives the centroid $x_0=a_{\rm out}-a_{\rm in}$, positive outside. Compared with an ideal metal, the field inside adds a drop $Da_{\rm in}/\epsilon_0$ for $\epsilon_b=1$, while the missing displacement outside removes $Da_{\rm out}/(\epsilon_0k)$. For two equal electrodes,
\begin{equation}
\frac{\epsilon_0}{C}=\frac dk+2\left(a_{\rm in}-\frac{a_{\rm out}}k\right).
\label{eq:spill}
\end{equation}
The sharp-wall result is the case $a_{\rm in}=\lambda$, $a_{\rm out}=0$. The capacitance rises if $a_{\rm out}>k\,a_{\rm in}$.

To size $x_0$, four jellium slabs at $r_s=2.18$ bohr were treated in a weak field by Kohn-Sham theory in the local density approximation with Wigner correlation. Each slab's polarizability was matched to that of a perfect conductor. Half the excess of the conductor's thickness over the slab's is the estimate of $x_0$; it equals the centroid when the slab is thick enough to screen its interior fully. The estimate is positive in each slab, 1.41 to 1.63 bohr, with mean 0.080 nm. The spread is a quantum-size oscillation with period $\pi/k_F=3.57$ bohr in the thickness: the estimate falls from 15.0 to 17.7 bohr and returns to 1.60 bohr at 18.6 bohr. The four slabs span about one period, and averages over one period near 30 and 45 bohr give 1.50 bohr, again 0.080 nm. The value depends somewhat on the functional: Perdew-Wang correlation gives 0.077 nm, which turns the 5.6 percent below into 5.4 percent.

If all induced charge lay outside, then $a_{\rm in}=0$ and $a_{\rm out}=x_0$. Equation~(\ref{eq:spill}) would give
\begin{equation}
\frac C{C_0}=\frac{d}{d-2x_0}=\frac{3}{3-0.160}=1.056,
\end{equation}
a rise of 5.6 percent. At fixed $x_0$, any positive $a_{\rm in}$ lowers this figure. Substituting $a_{\rm out}=x_0+a_{\rm in}$ into the condition for a rise gives $a_{\rm in}<x_0/(k-1)=0.053$ nm. The centroid alone therefore does not settle the sign in general. For a jellium slab in vacuum, however, $a_{\rm in}=0$ holds exactly, whether or not some induced charge lies inside. A neutral slab feels no net force in a uniform field and its electrons are in equilibrium, so the force on the uniform background vanishes. The induced field therefore integrates to zero across the slab, and that integral is proportional to $a_{\rm in}$. Atoms in the metal or an adjacent insulator remove this constraint.

These slabs face vacuum and contain no atoms. The closed electron shells of a real insulator repel the metal's electrons, and its polarization alters their response. With $a_{\rm in}=0$ and the vacuum value of $x_0$, the capacitance rises instead of falling; a prediction for a particular contact needs a calculation of that interface. The printed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
insulator thickness d = 3.0 nm, k = 2.5
screening length = 0.050 nm, background = 1.0
2 k lam/(eps_b d) = 0.08333
added equivalent insulator = 0.250 nm
C/C0 formula = 0.923077
C/C0 numerical Poisson = 0.923063
capacitance reduction = 7.692 percent
C0 = 0.7378 uF/cm2
C = 0.6811 uF/cm2
wrong, one electrode only: 4.00 percent
wrong, k inside metal: 3.23 percent
numerical charge centroid depth = 0.05001 nm
electrode field energy share = 3.848 percent
electrode filling energy share = 3.845 percent
unequal test C/eps0: numerical 2.17388, series 2.17391 1/nm
free-electron rs = 2.182 bohr
Fermi wave number = 0.8797 1/bohr
Fermi energy = 10.53 eV
density of states = 22.11 1/(nm3 eV)
bias = 0.60 V, temperature = 378 K
charge = 0.4087 uC/cm2
insulator field = 1.846 MV/cm
field at metal surface, inside = 4.615 MV/cm
drop in insulator = 0.5538 V
drop in each electrode = 0.0231 V
drop/Fermi energy = 0.00219
relative C change by nonlinearity = -1.03e-08
relative thermal change of lam = 3.94e-06
rough breakdown field = 5.0 MV/cm
field/breakdown = 0.37
rough barrier = 3.0 eV, mass = 0.5 m_e
tunnel current estimate = 1.1e-07 A/cm2
charge/tunnel current = 3.6e+00 s
jellium planes outside edge (bohr): 1.627, 1.555, 1.439, 1.413
jellium face charge/(F/4pi): 0.996, 1.011, 1.021, 1.024
coarse-grid plane, first slab = 1.621 bohr
mean jellium plane outside edge = 0.0798 nm
C/C0 with vacuum-jellium plane = 1.0562
spill-out estimate of C change = +5.62 percent
\end{verbatim}
